# Why missing neighbours often put a tight-binding metal surface under tension: a numerical check

```python
"""
Result under test: in a second-moment tight-binding fcc metal with
nearest-neighbour interactions the surface stress is tensile, because the
attraction per bond grows when neighbours are missing while the repulsion
per bond does not.

Energy of atom i:  sum_j A exp(-p(r-1)) - C rho_i**alpha,
                   rho_i = sum_j exp(-2q(r-1)),  r in units of r0.
alpha = 1/2 is the second-moment model (then C = xi); alpha = 1 is a pair
potential. A is fixed by zero bulk stress at r = 1.
Surface stress = (dE_slab/d strain)/(4 area) for equal biaxial strain of a
slab with two faces; positive means tensile.
"""
import itertools
from types import SimpleNamespace
import numpy as np
from scipy.constants import e as charge
from scipy.optimize import root, brentq, minimize_scalar

P, Q, XI, R0 = 10.0, 3.0, 1.5, 2.8      # -, -, eV, angstrom
Z = 12
TO_NM = charge / (R0 * 1e-10) ** 2      # eV/r0^2 -> N/m
LAYERS = 16


def build(face, layers=LAYERS, p=P, q=Q, alpha=0.5, shells=1):
    """Neighbour list of an fcc slab and the constants of the model."""
    vectors = np.array([v for v in itertools.product(range(-2, 3), repeat=3)
                        if sum(v) % 2 == 0
                        and 0 < np.dot(v, v) / 2 < shells + 0.01], float)
    if face == "111":
        frame = np.array([[1, -1, 0], [1, 1, -2], [1, 1, 1]], float)
        frame /= np.linalg.norm(frame, axis=1)[:, None]
        gap, area = np.sqrt(2 / 3), np.sqrt(3) / 2
    else:
        frame, gap, area = np.eye(3), 1 / np.sqrt(2), 1.0
    local = vectors @ frame.T / np.sqrt(2)
    offset = np.rint(local[:, 2] / gap).astype(int)
    i, j, x, y = [], [], [], []
    for n in range(layers):
        for vec, k in zip(local, offset):
            if 0 <= n + k < layers:
                i.append(n)
                j.append(n + k)
                x.append(vec[0])
                y.append(vec[1])
    r = np.linalg.norm(local, axis=1)
    rho = np.exp(-2 * q * (r - 1)).sum()
    slope = XI / (2 * np.sqrt(rho))     # same bulk bond attraction, any alpha
    C = slope / (alpha * rho ** (alpha - 1))
    A = (2 * q * slope * (r * np.exp(-2 * q * (r - 1))).sum()
         / (p * (r * np.exp(-p * (r - 1))).sum()))
    return SimpleNamespace(
        i=np.array(i), j=np.array(j), x=np.array(x), y=np.array(y),
        n=layers, p=p, q=q, alpha=alpha, A=A, C=C, gap=gap, area=area,
        local=local, offset=offset, r=r, rho=rho, slope=slope)


def bulk_energy(m, strain=0.0):
    r = m.r * (1 + strain)
    return (m.A * np.exp(-m.p * (r - 1)).sum()
            - m.C * np.exp(-2 * m.q * (r - 1)).sum() ** m.alpha)


def evaluate(m, gaps, ex=0.0, ey=0.0):
    """Slab energy, derivative by gaps, densities, ordered-pair tensions."""
    z = np.concatenate(([0.0], np.cumsum(gaps)))
    dz = z[m.j] - z[m.i]
    r = np.sqrt((m.x * (1 + ex)) ** 2 + (m.y * (1 + ey)) ** 2 + dz ** 2)
    rep = m.A * np.exp(-m.p * (r - 1))
    hop = np.exp(-2 * m.q * (r - 1))
    rho = np.bincount(m.i, hop, m.n)
    energy = rep.sum() - m.C * (rho ** m.alpha).sum()
    pull = (-m.p * rep + 2 * m.q * m.C * m.alpha
            * rho[m.i] ** (m.alpha - 1) * hop)
    grad = (np.bincount(m.j, pull * dz / r, m.n)
            - np.bincount(m.i, pull * dz / r, m.n))
    by_gap = np.cumsum(grad[::-1])[::-1][1:]
    return energy, by_gap, rho, pull


def ideal(m):
    return np.full(m.n - 1, m.gap)


def relax(m, strain=0.0):
    sol = root(lambda g: evaluate(m, g, strain, strain)[1], ideal(m),
               tol=1e-12)
    assert np.abs(evaluate(m, sol.x, strain, strain)[1]).max() < 1e-7
    return sol.x


def strain_slope(m, gaps, strain=0.0, h=1e-5):
    up = evaluate(m, gaps, strain + h, strain + h)[0]
    down = evaluate(m, gaps, strain - h, strain - h)[0]
    return (up - down) / (2 * h)


def stress(m, gaps):
    return strain_slope(m, gaps) / (4 * m.area)


def bond_tension(m, pull, a, b):
    """Full tension of one bond between layers a and b, eV/r0."""
    one = pull[(m.i == a) & (m.j == b)]
    two = pull[(m.i == b) & (m.j == a)]
    assert np.ptp(one) < 1e-8 and np.ptp(two) < 1e-8
    return one[0] + two[0]


def relaxed_parts(m, gaps, in_plane, back):
    """Formula for relaxed stress, its lower bound, restored density."""
    rho = evaluate(m, gaps)[2]
    excess = (np.sqrt(Z / rho) - 1).sum() / 2
    bond = np.sqrt(1 - m.gap ** 2 + gaps ** 2)
    restored = (np.exp(-2 * m.q * (bond - 1)) - 1).sum() / 2
    bound = back / (2 * Z) * (1 - 2 * restored)
    pref = in_plane * m.q * XI / (2 * m.area * np.sqrt(Z))
    return pref * excess, pref * bound, restored


print(f"p = {P:.0f}, q = {Q:.0f}, xi = {XI} eV, r0 = {R0} angstrom")
bulk = build("111")
h = 1e-5
assert abs(bulk_energy(bulk, h) - bulk_energy(bulk, -h)) / (2 * h) < 1e-5
assert bulk_energy(bulk, 0.01) > bulk_energy(bulk) < bulk_energy(bulk, -0.01)
print(f"repulsion A = {bulk.A:.5f} eV")
print(f"bulk energy per atom = {bulk_energy(bulk):.4f} eV")

# Preferred bond length: free monolayers, minimised directly.
for face, coordination in (("111", 6), ("100", 4)):
    mono = build(face, layers=1)
    best = minimize_scalar(lambda s: evaluate(mono, [], s, s)[0],
                           bounds=(-0.2, 0.1), method="bounded",
                           options={"xatol": 1e-9}).x
    rule = -np.log(Z / coordination) / (2 * (P - Q))
    assert abs(best - rule) < 1e-5
    print(f"monolayer z={coordination}: bond change = {100*best:.3f} %")
for zs in (9, 8):
    print(f"preferred bond change, uniform z={zs} (formula) = "
          f"{-100*np.log(Z/zs)/(2*(P-Q)):.3f} %")

# Two faces, before and after normal relaxation.
faces = {"111": (6, 3, 1 / 3), "100": (4, 4, 1 / 2)}
for face, (in_plane, back, sin2) in faces.items():
    m = build(face)
    flat = ideal(m)
    e0, _, rho0, pull0 = evaluate(m, flat)
    zs = in_plane + back
    assert abs(rho0[0] - zs) < 1e-9
    s = np.sqrt(Z / zs)
    t_surface = bond_tension(m, pull0, 0, 0)
    t_back = bond_tension(m, pull0, 0, 1)
    assert abs(t_surface - 2 * Q * XI * (s - 1) / np.sqrt(Z)) < 1e-9
    assert abs(t_back - t_surface / 2) < 1e-9
    assert abs(bond_tension(m, pull0, 7, 8)) < 1e-9
    tau0 = stress(m, flat)
    formula0 = (Q * XI * (s - 1) * (in_plane + back * sin2)
                / (2 * m.area * np.sqrt(Z)))
    assert abs(tau0 - formula0) < 1e-5
    one_axis = (evaluate(m, flat, h, 0)[0]
                - evaluate(m, flat, -h, 0)[0]) / (4 * h * m.area)
    assert abs(one_axis - tau0) < 1e-5

    gaps = relax(m)
    e1, _, rho1, pull1 = evaluate(m, gaps)
    assert e1 < e0
    assert max(abs(bond_tension(m, pull1, n, n + 1))
               for n in range(m.n - 1)) < 1e-6
    tau1 = stress(m, gaps)
    formula1, bound, restored = relaxed_parts(m, gaps, in_plane, back)
    assert abs(tau1 - formula1) < 1e-5
    assert restored < 0.5 and 0 < bound <= formula1 and tau1 < tau0
    thick = build(face, layers=24)
    assert abs(stress(thick, relax(thick)) - tau1) < 1e-5
    gamma = (e1 - m.n * bulk_energy(m)) / (2 * m.area)
    film = brentq(lambda u: strain_slope(m, relax(m, u), u), -0.03, 0.03)
    assert film < 0
    print(f"({face}) area per atom = {m.area*R0**2:.4f} angstrom^2")
    print(f"({face}) s - 1 unrelaxed = {s-1:.5f}")
    print(f"({face}) tension, surface bond = {t_surface/R0:.5f} eV/angstrom")
    print(f"({face}) tension, back-bond = {t_back/R0:.5f} eV/angstrom")
    print(f"({face}) unrelaxed stress = {tau0*TO_NM:.4f} N/m")
    print(f"({face}) first gap change = {100*(gaps[0]/m.gap-1):.3f} %")
    print(f"({face}) s_n - 1, layers 1-3 = "
          + ", ".join(f"{v:.5f}" for v in np.sqrt(Z / rho1[:3]) - 1))
    print(f"({face}) restored sum(x_n - 1) = {restored:.4f} (limit 0.5)")
    print(f"({face}) relaxed stress = {tau1*TO_NM:.4f} N/m"
          f" = {tau1/R0**2:.5f} eV/angstrom^2")
    print(f"({face}) lower bound on it = {bound*TO_NM:.4f} N/m")
    print(f"({face}) relaxed surface energy = {gamma*TO_NM:.4f} J/m^2")
    print(f"({face}) free {m.n}-layer film strain = {100*film:.4f} %")

# Does tension survive relaxation for other decay constants?
scan_stress, scan_restored = [], []
for p, q in ((8, 2), (8, 3), (10, 2), (10, 4), (12, 2), (12, 4)):
    for face, (in_plane, back, _) in faces.items():
        m = build(face, p=p, q=q)
        gaps = relax(m)
        tau = stress(m, gaps)
        value, bound, restored = relaxed_parts(m, gaps, in_plane, back)
        assert abs(tau - value) < 2e-5
        assert tau > 0 and restored < 0.5 and bound <= value
        scan_stress.append(tau * TO_NM)
        scan_restored.append(restored)
print(f"scan of {len(scan_stress)} cases, p 8-12, q 2-4: relaxed stress "
      f"{min(scan_stress):.3f} to {max(scan_stress):.3f} N/m")
print(f"scan: largest restored sum = {max(scan_restored):.4f}")

# The cause: change only the exponent of the bond density.
for alpha in (0.5, 0.75, 1.0, 1.25):
    m = build("111", alpha=alpha)
    tau = stress(m, ideal(m))
    rule = (Q * XI * ((Z / 9) ** (1 - alpha) - 1) * 7
            / (2 * m.area * np.sqrt(Z)))
    assert abs(tau - rule) < 1e-5
    print(f"(111) alpha={alpha}: unrelaxed stress = "
          f"{tau*TO_NM + 0.0:.4f} N/m")

# Two neighbour shells: strengthening term against range term, (111).
for q in (3.0, 1.0, 0.1):
    m = build("111", q=q, shells=2)
    assert set(m.offset) == {-1, 0, 1}
    lateral = (m.local[:, 0] ** 2 + m.local[:, 1] ** 2) / 2
    hop = np.exp(-2 * q * (m.r - 1))
    tension = 2 * (2 * q * m.slope * hop
                   - m.p * m.A * np.exp(-m.p * (m.r - 1)))
    cut, kept = m.offset > 0, m.offset <= 0
    range_term = -(tension * lateral / m.r)[cut].sum() / (2 * m.area)
    gain = np.sqrt(m.rho / hop[kept].sum()) - 1
    strengthening = (gain * 2 * q * m.slope
                     * (hop * lateral / m.r)[kept].sum() / m.area)
    total = stress(m, ideal(m))
    assert abs(total - range_term - strengthening) < 1e-5
    pair = build("111", q=q, alpha=1.0, shells=2)
    assert abs(stress(pair, ideal(pair)) - range_term) < 1e-5
    assert range_term < 0 < strengthening
    relaxed = stress(m, relax(m))
    if q == Q:
        assert relaxed > 0
    print(f"two shells q={q}: strengthening {strengthening*TO_NM:.4f}, "
          f"range {range_term*TO_NM:.4f} N/m")
    print(f"two shells q={q}: unrelaxed {total*TO_NM:.4f}, "
          f"relaxed {relaxed*TO_NM:.4f} N/m")

print("every check passed")
```

Running it gives:

```
p = 10, q = 3, xi = 1.5 eV, r0 = 2.8 angstrom
repulsion A = 0.12990 eV
bulk energy per atom = -3.6373 eV
monolayer z=6: bond change = -4.951 %
monolayer z=4: bond change = -7.847 %
preferred bond change, uniform z=9 (formula) = -2.055 %
preferred bond change, uniform z=8 (formula) = -2.896 %
(111) area per atom = 6.7896 angstrom^2
(111) s - 1 unrelaxed = 0.15470
(111) tension, surface bond = 0.14354 eV/angstrom
(111) tension, back-bond = 0.07177 eV/angstrom
(111) unrelaxed stress = 1.6598 N/m
(111) first gap change = -2.297 %
(111) s_n - 1, layers 1-3 = 0.13669, -0.01086, 0.00086
(111) restored sum(x_n - 1) = 0.0889 (limit 0.5)
(111) relaxed stress = 1.1644 N/m = 0.07268 eV/angstrom^2
(111) lower bound on it = 0.9451 N/m
(111) relaxed surface energy = 0.7118 J/m^2
(111) free 16-layer film strain = -0.3044 %
(100) area per atom = 7.8400 angstrom^2
(100) s - 1 unrelaxed = 0.22474
(100) tension, surface bond = 0.20854 eV/angstrom
(100) tension, back-bond = 0.10427 eV/angstrom
(100) unrelaxed stress = 1.7899 N/m
(100) first gap change = -4.082 %
(100) s_n - 1, layers 1-3 = 0.18711, -0.01882, 0.00190
(100) restored sum(x_n - 1) = 0.1173 (limit 0.5)
(100) relaxed stress = 0.9027 N/m = 0.05634 eV/angstrom^2
(100) lower bound on it = 0.6772 N/m
(100) relaxed surface energy = 0.8613 J/m^2
(100) free 16-layer film strain = -0.4451 %
scan of 12 cases, p 8-12, q 2-4: relaxed stress 0.653 to 1.468 N/m
scan: largest restored sum = 0.2177
(111) alpha=0.5: unrelaxed stress = 1.6598 N/m
(111) alpha=0.75: unrelaxed stress = 0.8001 N/m
(111) alpha=1.0: unrelaxed stress = -0.0000 N/m
(111) alpha=1.25: unrelaxed stress = -0.7445 N/m
two shells q=3.0: strengthening 1.7654, range -0.2124 N/m
two shells q=3.0: unrelaxed 1.5531, relaxed 1.0452 N/m
two shells q=1.0: strengthening 0.7274, range -0.4086 N/m
two shells q=1.0: unrelaxed 0.3187, relaxed 0.1931 N/m
two shells q=0.1: strengthening 0.0896, range -0.0802 N/m
two shells q=0.1: unrelaxed 0.0093, relaxed -0.0055 N/m
every check passed
```
